# Chen's derivative rule for a p-wave tunnelling tip, part 1

(Sections cited here and not found follow in the second part.)

## 1. From the tunnelling matrix element to the derivative rule

### A tip with a very small core

Let a sample wavefunction $\psi$ leak into the vacuum and reach a tip centred at $\mathbf r_0$. The tip holds its electron with a spherical attractive potential $U_T$, which vanishes outside a small core. Atomic units are used in the algebra, so $\hbar=m=e=1$. To first order, the coupling between $\psi$ and a tip state $\chi$ is

$$M=\int \chi^*\,U_T\,\psi\,d^3r , \tag{1}$$

a formula derived below. Write $\boldsymbol\rho=\mathbf r-\mathbf r_0$, $\rho=|\boldsymbol\rho|$, $\hat{\boldsymbol\rho}=\boldsymbol\rho/\rho$, and take a p state whose lobe points along the real unit vector $\mathbf n$:

$$\chi=R(\rho)\,\mathbf n\cdot\hat{\boldsymbol\rho},\qquad R\ \text{real}. \tag{2}$$

If the core is so small that $\psi$ varies linearly across it, then

$$\psi(\mathbf r)\simeq\psi(\mathbf r_0)+\boldsymbol\rho\cdot\mathbf g,\qquad \mathbf g=\nabla\psi(\mathbf r_0). \tag{3}$$

The constant term contributes nothing to (1), because $\mathbf n\cdot\hat{\boldsymbol\rho}$ has opposite signs at opposite points of each sphere. For the linear term we need the angular integral of $\hat\rho_i\hat\rho_j$. By symmetry it is proportional to $\delta_{ij}$, and its trace is $4\pi$, so it equals $(4\pi/3)\delta_{ij}$. Hence

$$M\simeq\frac{4\pi}{3}\,(\mathbf n\cdot\mathbf g)\int_0^\infty R\,U_T\,\rho^3\,d\rho . \tag{4}$$

The two halves of the tip lobe subtract the values of $\psi$ on either side of the centre. What remains is a derivative of the wavefunction along the lobe.

This argument leaves two questions open. A real core is not small compared with the decay length of $\psi$, so the cubic and higher terms dropped in (3) may matter. The prefactor also contains the interior of the tip, which is seldom known. Chen's rule settles both: when the barrier is flat, the higher terms combine into the same gradient, and the prefactor depends on the interior through the amplitude of the tip's vacuum tail alone.

### The first-order coupling

Let $T=-\tfrac12\nabla^2$ and let the full Hamiltonian be $H=T+U_S+U_T$. The sample potential $U_S$ and the tip potential $U_T$ do not overlap, and between them the potential is constant. This constant is the vacuum level and the zero of energy. The separate problems are

$$(T+U_S)\psi=E\psi,\qquad (T+U_T)\chi_\nu=E_\nu\chi_\nu . \tag{5}$$

An electron that starts in $\psi$ is described by

$$\Psi(t)=a(t)\,\psi\,e^{-iEt}+\sum_\nu b_\nu(t)\,\chi_\nu\,e^{-iE_\nu t},\qquad a(0)=1,\quad b_\nu(0)=0 . \tag{6}$$

Insert this into $i\,\partial_t\Psi=H\Psi$. The terms containing $E$ and $E_\nu$ cancel by (5), which leaves

$$i\dot a\,\psi e^{-iEt}+i\sum_\nu\dot b_\nu\chi_\nu e^{-iE_\nu t}
=a\,U_T\psi e^{-iEt}+\sum_\nu b_\nu U_S\chi_\nu e^{-iE_\nu t}. \tag{7}$$

Now project on one tip state $\chi_\mu$ and count powers of the small tails that reach across the gap. The overlap $\langle\chi_\mu|\psi\rangle$ and the integral $\langle\chi_\mu|U_T|\psi\rangle$ are of first order. The rate $\dot a$ is of second order: it comes from $\langle\psi|U_T|\psi\rangle$, which contains the tail of $\psi$ twice, and from products of two first-order quantities. The last sum in (7) contains $b_\nu$ and two tip tails at the sample. To first order, therefore,

$$i\dot b_\mu=M_\mu\,e^{i(E_\mu-E)t},\qquad M_\mu=\int\chi_\mu^*U_T\psi\,d^3r , \tag{8}$$

which is (1). Integration in time gives, with $\omega=E_\mu-E$,

$$|b_\mu(t)|^2=|M_\mu|^2\,\frac{\sin^2(\omega t/2)}{(\omega/2)^2}. \tag{9}$$

The area under the last factor, as a function of $\omega$, is $2\pi t$, and the peak narrows around $\omega=0$ as $t$ grows. If the tip has $\varrho_T$ such states per unit energy, with nearly equal $M$, the transition rate is

$$\Gamma=2\pi|M|^2\varrho_T . \tag{10}$$

The tunnelling is elastic, so $M$ is needed for sample and tip states of equal energy $E$. We set

$$E=-\frac{\kappa^2}{2},\qquad \kappa>0 . \tag{11}$$

### Bardeen's surface form

Choose a plane $z=z_p$ between the sample, which lies below it, and the tip, which lies above it. Let $\Omega$ be the region above the plane. It contains all of $U_T$ and none of $U_S$. Equations (5) then give, in $\Omega$,

$$U_T\chi^*=\left(E+\tfrac12\nabla^2\right)\chi^*,\qquad \left(E+\tfrac12\nabla^2\right)\psi=0 . \tag{12}$$

The second equation holds even inside the tip core, because $\psi$ is the state of the sample with the tip absent. Insert the first equation into (1) and subtract $\chi^*$ times the second, which is zero:

$$M=\int_\Omega\left[\psi\left(E+\tfrac12\nabla^2\right)\chi^*-\chi^*\left(E+\tfrac12\nabla^2\right)\psi\right]d^3r
=\frac12\int_\Omega\left(\psi\nabla^2\chi^*-\chi^*\nabla^2\psi\right)d^3r . \tag{13}$$

The terms in $E$ cancel because the two energies are equal. The integrand is the divergence of $\psi\nabla\chi^*-\chi^*\nabla\psi$, so Gauss's theorem gives

$$M=\frac12\oint_{\partial\Omega}\left(\psi\nabla\chi^*-\chi^*\nabla\psi\right)\cdot d\mathbf S , \tag{14}$$

with $d\mathbf S$ pointing out of $\Omega$. On the distant parts of the surface $\chi$ is exponentially small and $\psi$ is bounded, so they contribute nothing. On the plane the outward direction is $-z$, and

$$M=\frac12\int_{z=z_p}\left(\chi^*\,\partial_z\psi-\psi\,\partial_z\chi^*\right)dx\,dy . \tag{15}$$

This is Bardeen's matrix element. Its overall sign follows from (1). The phases of $\psi$ and $\chi$ can be chosen freely, so the sign has no effect on the rate (10). It does matter when two contributions to one matrix element are added.

Equation (15) contains the tip state on the plane only. Two tips with different interiors but the same vacuum tail therefore have the same $M$.

### The vacuum tail of the tip

Outside its core the tip state obeys

$$(\nabla^2-\kappa^2)\chi=0 . \tag{16}$$

For a spherical state, $\rho\chi$ obeys $(\rho\chi)''=\kappa^2\rho\chi$. The decaying solution is proportional to

$$k_0(\kappa\rho),\qquad k_0(u)=\frac{e^{-u}}{u}. \tag{17}$$

The p-wave tail follows by differentiation. The operator $\mathbf n\cdot\nabla$ commutes with $\nabla^2-\kappa^2$, so the derivative of a solution is again a solution. Since $\nabla\rho=\hat{\boldsymbol\rho}$,

$$\mathbf n\cdot\nabla k_0(\kappa\rho)=\kappa\,k_0'(\kappa\rho)\,\mathbf n\cdot\hat{\boldsymbol\rho}=-\kappa\,k_1(\kappa\rho)\,\mathbf n\cdot\hat{\boldsymbol\rho}, \tag{18}$$

$$k_1(u)=-k_0'(u)=e^{-u}\left(\frac1u+\frac1{u^2}\right). \tag{19}$$

The right-hand side of (18) has the angular form of a p state. The radial equation for that angular form has one decaying and one growing solution, up to factors, so every p-wave tail has the radial form $k_1$. The two tips to be compared are

$$\chi_s=C_s\,k_0(\kappa\rho),\qquad \chi_p=C_p\,k_1(\kappa\rho)\,\mathbf n\cdot\hat{\boldsymbol\rho}, \tag{20}$$

outside their cores, with real constants $C_s$ and $C_p$.

### The s-wave tip

Because only the plane matters, we may continue the tail (20) inwards to every point of $\Omega$ except $\mathbf r_0$, where it is singular. Cut out a small sphere of radius $\varepsilon$ about $\mathbf r_0$. In the rest of $\Omega$ both $\psi$ and the continued tail obey (16), so

$$\psi\nabla^2\chi_s-\chi_s\nabla^2\psi=\kappa^2(\psi\chi_s-\chi_s\psi)=0 . \tag{21}$$

By Gauss's theorem the flux out through $\partial\Omega$ then equals the flux out of the small sphere:

$$M_s=\frac12\oint_{\rho=\varepsilon}\left(\psi\,\partial_\rho\chi_s-\chi_s\,\partial_\rho\psi\right)dS . \tag{22}$$

On the sphere, (17) and (19) give

$$\chi_s=\frac{C_s e^{-\kappa\varepsilon}}{\kappa\varepsilon},\qquad
\partial_\rho\chi_s=-C_s\kappa\,k_1(\kappa\varepsilon)=-\frac{C_s}{\kappa}\,\frac{(1+\kappa\varepsilon)e^{-\kappa\varepsilon}}{\varepsilon^2}. \tag{23}$$

The area is $4\pi\varepsilon^2$. As $\varepsilon\to0$ the first term of (22) tends to $\tfrac12\cdot(-C_s/\kappa)\cdot4\pi\,\psi(\mathbf r_0)$. The second is of order $\varepsilon^2/\varepsilon$ and vanishes. Thus

$$M_s=-\frac{2\pi C_s}{\kappa}\,\psi(\mathbf r_0). \tag{24}$$

An s-wave tip samples the wavefunction at its own centre, although the electron never has to meet a point-like tip there. The value $\psi(\mathbf r_0)$ is that of the bare sample state continued to the place where the tip centre will be.

### The p-wave tip

The function $k_0(\kappa|\mathbf r-\mathbf r_0|)$ depends on the difference of its arguments, so a derivative with respect to $\mathbf r$ is minus the derivative with respect to $\mathbf r_0$. From (18) and (20),

$$\chi_p=-\frac{C_p}{\kappa}\,\mathbf n\cdot\nabla k_0(\kappa\rho)=+\frac{C_p}{\kappa}\,\mathbf n\cdot\nabla_{\mathbf r_0}k_0(\kappa\rho). \tag{25}$$

Insert this into (15), keeping the plane fixed. The sample state does not depend on $\mathbf r_0$, and the tail is smooth on the plane, so the derivative may be taken outside the integral. What remains under it is the s-wave result (24) with $C_s=1$:

$$M_p=\frac{C_p}{\kappa}\,\mathbf n\cdot\nabla_{\mathbf r_0}\left[-\frac{2\pi}{\kappa}\psi(\mathbf r_0)\right]. \tag{26}$$

Therefore

$$\boxed{\,M_p=-\frac{2\pi C_p}{\kappa^2}\,\mathbf n\cdot\nabla\psi(\mathbf r_0)\,} \tag{27}$$

This is Chen's derivative rule. A tip state that is a $p_x$ orbital gives $\partial_x\psi$, and a $p_z$ orbital gives $\partial_z\psi$. Physically, a p-wave source is the limit of two neighbouring s-wave sources of opposite sign, and each of them reads $\psi$ at its own position.

### What happens to the higher terms in a finite core

The surface argument hides how the cubic terms missing from (3) arrange themselves. For a spherical core they can be followed explicitly. Define the p-wave part of $\psi$ on a sphere about the tip centre,

$$f(\rho)=\int(\mathbf n\cdot\hat{\boldsymbol\rho})\,\psi(\mathbf r_0+\rho\hat{\boldsymbol\rho})\,d\Omega_\rho . \tag{28}$$

Multiply $(\nabla^2-\kappa^2)\psi=0$ by $\mathbf n\cdot\hat{\boldsymbol\rho}$ and integrate over angles. The angular part of the Laplacian can be moved onto $\mathbf n\cdot\hat{\boldsymbol\rho}$ by partial integration, where it gives the factor $-2/\rho^2$. Hence

$$f''+\frac2\rho f'-\left(\frac2{\rho^2}+\kappa^2\right)f=0 . \tag{29}$$

The solution that is regular at the centre is proportional to

$$i_1(\kappa\rho),\qquad i_1(u)=\frac{\cosh u}{u}-\frac{\sinh u}{u^2}=\frac u3\left(1+\frac{u^2}{10}+\dots\right). \tag{30}$$

For small $\rho$, (3) requires $f\to(4\pi/3)\rho\,\mathbf n\cdot\mathbf g$. This fixes the factor:

$$f(\rho)=\frac{4\pi}{\kappa}\,i_1(\kappa\rho)\,\mathbf n\cdot\mathbf g . \tag{31}$$

The p-wave part of $\psi$ on a sphere of any radius inside $\Omega$ is thus fixed by the gradient at the centre. The matrix element (1) becomes

$$M_p=\frac{4\pi}{\kappa}(\mathbf n\cdot\mathbf g)\int_0^\infty R\,U_T\,I\,\rho^2d\rho,\qquad I(\rho)=i_1(\kappa\rho). \tag{32}$$

The radial equations of $R$ and $I$ are

$$2\rho^2U_TR=(\rho^2R')'-(2+\kappa^2\rho^2)R,\qquad (\rho^2I')'=(2+\kappa^2\rho^2)I . \tag{33}$$

Multiply the first by $I$ and use the second:

$$2\rho^2U_TRI=\frac{d}{d\rho}\left[\rho^2(IR'-RI')\right]. \tag{34}$$

The bracket vanishes at $\rho=0$. Outside the core $R=C_pk_1(\kappa\rho)$, and with $u=\kappa\rho$ the bracket is $(C_p/\kappa)\,u^2(i_1k_1'-k_1i_1')$. This combination is constant because both functions obey (29). Its value follows from $i_1\to u/3$ and $k_1\to1/u^2$ at small $u$:

$$u^2\left[\frac u3\left(-\frac{2}{u^3}\right)-\frac1{u^2}\cdot\frac13\right]=-1 . \tag{35}$$

The integral in (32) is therefore $-C_p/(2\kappa)$, and (27) is recovered. The size of the core is free, provided that it stays within the region where $\psi$ obeys the vacuum equation.

## 2. What a p-wave tip images

### Symbols and results carried over

The sample state is $\psi$, the tip centre is $\mathbf r_0$, and both states lie $\kappa^2/2$ below a flat vacuum level. Outside their cores the tip states are $C_sk_0(\kappa\rho)$ and $C_pk_1(\kappa\rho)\,\mathbf n\cdot\hat{\boldsymbol\rho}$, with $k_0(u)=e^{-u}/u$ and $k_1=-k_0'$. Their couplings to the sample are $M_s=-(2\pi C_s/\kappa)\psi(\mathbf r_0)$, equation (24), and $M_p=-(2\pi C_p/\kappa^2)\,\mathbf n\cdot\nabla\psi(\mathbf r_0)$, equation (27). The rate is proportional to $|M|^2$, equation (10).

### Squared gradients of wavefunctions

When several sample states $\psi_\nu$ lie at the energy concerned, their rates add. The p-wave signal is

$$S_{\mathbf n}(\mathbf r_0)\propto\sum_\nu|\mathbf n\cdot\nabla\psi_\nu(\mathbf r_0)|^2 . \tag{36}$$

In this sense the tip images spatial gradients. It records the squared gradient of each wavefunction along the tip lobe, which differs from the gradient of the density $n_\nu=|\psi_\nu|^2$,

$$\mathbf n\cdot\nabla n_\nu=2\,\mathrm{Re}\left(\psi_\nu^*\,\mathbf n\cdot\nabla\psi_\nu\right). \tag{37}$$

For a single real state the two are related by $(\partial_x\psi)^2=(\partial_xn)^2/4n$ wherever $n\neq0$. On a nodal plane, where $\psi\simeq gx$, the density and its gradient both vanish while the p-wave signal stays at $g^2$.

To compare tips of different symmetry, let both tails have the same coefficient in front of $k_l$ times a normalised angular function. These functions are $1/\sqrt{4\pi}$ and $\sqrt{3/4\pi}\,\mathbf n\cdot\hat{\boldsymbol\rho}$, so $C_p=\sqrt3\,C_s$, and

$$\frac{|M_p|^2}{|M_s|^2}=\frac{3\,|\mathbf n\cdot\nabla\psi|^2}{\kappa^2|\psi|^2}. \tag{38}$$

For a flat barrier, a p-wave tip couples to the gradient of the sample wavefunction at the tip centre, taken along the tip lobe, so it images the squared gradient of each wavefunction and not the gradient of the density. It remains to apply this to a travelling wave and a two-lobed state, to test the rule and first-order theory numerically, and to consider mixed tips and the neglected effects.
